# A failing check and its repair

Subject: Why gold(I) and mercury(II) favour linear coordination: s–d mixing.

```python
"""Orgel s-d mixing in d10 ions.
Result under test: E_mix = sqrt(gap^2 + 4 w^2 S) - gap,
S = sum over all ligand pairs (i,j), i=j included, of P2(cos angle_ij).
gap: energy from filled d to empty s; w: s-d coupling of one ligand.
Also computed: LDA d10 -> d9s gaps of free ions, with a spin-free Dirac
or a nonrelativistic kinetic energy, and couplings to point charges.
Atomic units are used internally; printed energies are in eV.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.interpolate import CubicSpline
from scipy.constants import physical_constants, fine_structure
from pyscf import gto, dft

EV = physical_constants["Hartree energy in eV"][0]
C = 1.0 / fine_structure

# ---------- ligand geometry and the six-orbital model ----------
a = np.sqrt(3.0) / 2
GEOMETRY = {
    "linear": np.array([[0, 0, 1], [0, 0, -1]], float),
    "right angle": np.array([[0, 0, 1], [1, 0, 0]], float),
    "trigonal": np.array([[1, 0, 0], [-0.5, a, 0], [-0.5, -a, 0]]),
    "square": np.array([[1, 0, 0], [-1, 0, 0], [0, 1, 0], [0, -1, 0]], float),
    "tetrahedral": np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1],
                             [-1, -1, 1]]) / np.sqrt(3.0),
    "octahedral": np.vstack([np.eye(3), -np.eye(3)]),
}


def geometry_sum(ligands):
    cosines = ligands @ ligands.T
    return float(np.sum(1.5 * cosines**2 - 0.5))


def mixing_energy(gap, coupling):
    return np.sqrt(gap**2 + 4 * coupling**2) - gap


def s_fraction(gap, coupling):
    return 0.5 * (1 - gap / np.sqrt(gap**2 + 4 * coupling**2))


z_nodes, z_weights = np.polynomial.legendre.leggauss(40)
phi = np.arange(40) * 2 * np.pi / 40
zz, pp = np.meshgrid(z_nodes, phi, indexing="ij")
rho_xy = np.sqrt(1 - zz**2)
sphere = np.stack([rho_xy * np.cos(pp), rho_xy * np.sin(pp), zz], -1)
sphere = sphere.reshape(-1, 3)
sphere_w = np.repeat(z_weights, 40) * 2 * np.pi / 40
sx, sy, sz = sphere.T
d_harmonics = np.sqrt(5 / (4 * np.pi)) * np.array([
    1.5 * sz**2 - 0.5, np.sqrt(3) * sx * sz, np.sqrt(3) * sy * sz,
    a * (sx**2 - sy**2), np.sqrt(3) * sx * sy])


def quadrature_coupling(ligands):
    potential = np.exp(2 * sphere @ ligands.T).sum(axis=1)
    return d_harmonics @ (sphere_w * potential) / np.sqrt(4 * np.pi)


W_MODEL = 0.5
GAPS = {"Cu+": 2.7, "Ag+": 4.9, "Au+": 1.9}
single = quadrature_coupling(np.array([[0.0, 0.0, 1.0]]))[0]
for ligands in GEOMETRY.values():
    vector = W_MODEL * quadrature_coupling(ligands) / single
    v_formula = W_MODEL * np.sqrt(max(geometry_sum(ligands), 0.0))
    for gap in GAPS.values():
        matrix = np.zeros((6, 6))
        matrix[0, 0] = gap
        matrix[0, 1:] = matrix[1:, 0] = vector
        levels, states = np.linalg.eigh(matrix)
        assert abs(-2 * levels[:5].sum() - mixing_energy(gap, v_formula)) < 1e-9
        assert abs(np.sum(states[0, :5]**2) - s_fraction(gap, v_formula)) < 1e-9

print(f"Chosen coupling per ligand w = {W_MODEL:.2f} eV")
for name, ligands in GEOMETRY.items():
    print(f"Geometry sum S, {name}: {abs(geometry_sum(ligands)):.3f}")
for ion, gap in GAPS.items():
    lin = mixing_energy(gap, 2 * W_MODEL)
    tri = mixing_energy(gap, 1.5 * W_MODEL)
    frac = s_fraction(gap, 2 * W_MODEL)
    print(f"{ion} given gap {gap:.1f} eV: E_mix linear {lin:.3f}, "
          f"trigonal {tri:.3f}, loss to trigonal {lin-tri:.3f} eV")
    print(f"{ion} s fraction {frac:.4f}, d electrons moved {2*frac:.4f}, "
          f"2V^2/gap {2*(2*W_MODEL)**2/gap:.3f} eV")
model = {ion: mixing_energy(gap, 2 * W_MODEL) for ion, gap in GAPS.items()}
assert model["Au+"] > model["Cu+"] > model["Ag+"]
print(f"Equal-w E_mix ratios: Au/Cu {model['Au+']/model['Cu+']:.3f}, "
      f"Au/Ag {model['Au+']/model['Ag+']:.3f}")
theta = np.arcsin(np.sqrt(s_fraction(GAPS["Au+"], 2 * W_MODEL)))
pole = (np.cos(theta) - np.sin(theta) / np.sqrt(5))**2
ring = (np.cos(theta) + 2 * np.sin(theta) / np.sqrt(5))**2
print(f"Au+ mixing angle {np.degrees(theta):.2f} degrees")
print("Au+ orbital density / pure dz2 (equal radial parts): "
      f"axis {pole:.3f}, ring {ring:.3f}")

# ---------- radial LDA solver in even-tempered Gaussians ----------
log_r = np.linspace(np.log(1e-6), np.log(60.0), 500)
r = np.exp(log_r)
weight = r**3 * (log_r[1] - log_r[0])


def radial_basis(l, count):
    exponents = 0.02 * 2.2**np.arange(count)
    f = r**l * np.exp(-exponents[:, None] * r**2)
    f /= np.sqrt((f**2) @ weight)[:, None]
    slope = (l / r - 2 * exponents[:, None] * r) * f
    angular = np.sqrt(l * (l + 1)) / r * f
    overlap = (f * weight) @ f.T
    kinetic = 0.5 * ((slope * weight) @ slope.T
                     + (angular * weight) @ angular.T)
    return f, slope, angular, overlap, kinetic


BASIS = [radial_basis(l, n) for l, n in enumerate((30, 24, 18, 14))]


def radial_states(l, potential, relativistic, count):
    """Energies, large components and radial densities of lowest states."""
    f, slope, angular, overlap, kinetic = BASIS[l]
    n = len(f)
    vw = potential * weight
    v_matrix = (f * vw) @ f.T
    if not relativistic:
        energy, coef = eigh(kinetic + v_matrix, overlap)
        orbitals = coef[:, :count].T @ f
        return energy[:count], orbitals, orbitals**2
    pvp = (slope * vw) @ slope.T + (angular * vw) @ angular.T
    zero = np.zeros((n, n))
    h = np.block([[v_matrix, kinetic],
                  [kinetic, pvp / (4 * C**2) - kinetic]])
    metric = np.block([[overlap, zero], [zero, kinetic / (2 * C**2)]])
    energy, coef = eigh(h, metric)
    chosen = coef[:, n:n + count]
    large = chosen[:n].T @ f
    small = ((chosen[n:].T @ slope)**2
             + (chosen[n:].T @ angular)**2) / (4 * C**2)
    return energy[n:n + count], large, large**2 + small


# For s states the spin-free and the full Dirac energies coincide.
bare = radial_states(0, -79 / r, True, 6)[0]
gamma = np.sqrt(1 - (79 / C)**2)
for n in (1, 6):
    exact = C**2 / np.sqrt(1 + (79 / C / (n - 1 + gamma))**2) - C**2
    assert abs(bare[n - 1] / exact - 1) < 1e-3  # finite Gaussian basis


def solve_ion(nuclear_charge, ion_charge, moved, relativistic):
    """Fixed occupations d^(10-moved) s^moved, spherical and unpolarized."""
    period = 4 if nuclear_charge < 37 else (5 if nuclear_charge < 55 else 6)
    shells = [[2.0] * (period - 1) + [moved], [6.0] * (period - 2),
              [10.0] * (period - 4) + [10.0 - moved]]
    if period == 6:
        shells.append([14.0])
    assert abs(sum(map(sum, shells)) - nuclear_charge + ion_charge) < 1e-12
    tail = ion_charge + 1
    v = -(tail + (nuclear_charge - tail)
          / (1 + nuclear_charge**(1 / 3) * r)**2) / r
    for _ in range(250):
        density = np.zeros_like(r)
        frontier = {}
        for l, occupations in enumerate(shells):
            energy, orbital, dens = radial_states(
                l, v, relativistic, len(occupations))
            density += np.array(occupations) @ dens
            frontier[l] = (energy[-1], orbital[-1])
        inside = CubicSpline(log_r, density * r**3).antiderivative()(log_r)
        outside = CubicSpline(log_r, density * r**2).antiderivative()(log_r)
        hartree = inside / r + outside[-1] - outside
        rho = np.maximum(density / (4 * np.pi), 1e-25)
        vxc = np.ravel(dft.libxc.eval_xc("lda,vwn", rho, spin=0)[1][0])
        change = -nuclear_charge / r + hartree + vxc - v
        if np.max(np.abs(r * change)) < 1e-5:
            break
        v = v + 0.35 * change
    else:
        raise AssertionError("radial calculation did not converge")
    return frontier[0], frontier[2]


def point_charge_coupling(s_orbital, d_orbital, distance):
    kernel = np.minimum(r, distance)**2 / np.maximum(r, distance)**3
    return abs(np.sum(weight * s_orbital * d_orbital * kernel)) / np.sqrt(5)


DISTANCE = 4.0
IONS = {"Cu+": (29, 1), "Ag+": (47, 1), "Au+": (79, 1),
        "Zn2+": (30, 2), "Cd2+": (48, 2), "Hg2+": (80, 2)}
gap_rel, gap_non, strength = {}, {}, {}
print(f"Point charges of -1 at {DISTANCE:.1f} bohr; LDA free ions:")
for ion, (number, charge) in IONS.items():
    s_rel, d_rel = solve_ion(number, charge, 0.5, True)
    s_non, d_non = solve_ion(number, charge, 0.5, False)
    gap_rel[ion] = (s_rel[0] - d_rel[0]) * EV
    gap_non[ion] = (s_non[0] - d_non[0]) * EV
    w_rel = point_charge_coupling(s_rel[1], d_rel[1], DISTANCE) * EV
    w_non = point_charge_coupling(s_non[1], d_non[1], DISTANCE) * EV
    strength[ion] = mixing_energy(gap_rel[ion], 2 * w_rel)
    strength_non = mixing_energy(gap_non[ion], 2 * w_non)
    print(f"{ion} gap: nonrel {gap_non[ion]:.2f}, rel {gap_rel[ion]:.2f} eV; "
          f"w: nonrel {w_non:.3f}, rel {w_rel:.3f} eV")
    print(f"{ion} linear E_mix: nonrel {strength_non:.3f}, "
          f"rel {strength[ion]:.3f} eV")
    if ion in ("Au+", "Hg2+"):
        s_shift = (s_rel[0] - s_non[0]) * EV
        d_shift = (d_rel[0] - d_non[0]) * EV
        assert s_shift < 0 < d_shift
        assert gap_non[ion] - gap_rel[ion] > 1.0
        assert strength[ion] > strength_non
        print(f"{ion} relativistic level shifts: 6s {s_shift:.2f}, "
              f"5d {d_shift:.2f} eV")
assert gap_rel["Ag+"] > max(gap_rel["Cu+"], gap_rel["Au+"])
assert gap_rel["Hg2+"] < min(gap_rel["Zn2+"], gap_rel["Cd2+"])
assert strength["Au+"] > strength["Ag+"]
assert strength["Hg2+"] > strength["Cd2+"]

# Two-point integration checks the half-transfer estimate of the gap.
two_point = 0.0
for moved in (0.5 - 0.5 / np.sqrt(3), 0.5 + 0.5 / np.sqrt(3)):
    s_level, d_level = solve_ion(79, 1, moved, True)
    two_point += 0.5 * (s_level[0] - d_level[0]) * EV
assert abs(two_point - gap_rel["Au+"]) < 0.1
print(f"Au+ gap by two-point integration {two_point:.3f} eV")

# ---------- self-consistent Cu+ in weak ligand fields ----------
gaussians = [[l, [0.03 * 2.5**k, 1.0]]
             for l, count in enumerate((19, 14, 11)) for k in range(count)]
mol = gto.M(atom="Cu 0 0 0", charge=1, spin=0, basis={"Cu": gaussians},
            unit="Bohr", verbose=0)
mf = dft.RKS(mol)
mf.xc = "lda,vwn"
mf.conv_tol = 1e-8
mf.conv_tol_grad = 1e-6
mf.kernel()
assert mf.converged
free_dm = mf.make_rdm1()
pyscf_gap = mf.mo_energy[14] - mf.mo_energy[13]
s_level, d_level = solve_ion(29, 1, 0.0, False)
radial_gap = s_level[0] - d_level[0]
assert abs(pyscf_gap - radial_gap) < 2e-3  # different finite bases
print(f"Cu+ d10 orbital gap: radial {radial_gap*EV:.3f}, "
      f"Gaussian {pyscf_gap*EV:.3f} eV")

ao_l = np.concatenate([
    np.full((2 * mol.bas_angular(i) + 1) * mol.bas_nctr(i),
            mol.bas_angular(i)) for i in range(mol.nbas)])
overlap = mol.intor("int1e_ovlp")
free_hcore = mf.get_hcore()
PROBE = 0.01
s_gain, p_gain = {}, {}
print(f"Cu+ SCF in ligand charges of -{PROBE:.2f} at {DISTANCE:.1f} bohr:")
for name in ("linear", "trigonal", "square", "tetrahedral"):
    field = np.zeros_like(overlap)
    for direction in GEOMETRY[name]:
        with mol.with_rinv_origin(DISTANCE * direction):
            field += PROBE * mol.intor("int1e_rinv")
    mf.get_hcore = lambda *args, h=free_hcore + field: h
    mf.kernel(dm0=free_dm)
    assert mf.converged
    dm = mf.make_rdm1()
    population = np.einsum("ij,ji->i", dm, overlap)
    s_gain[name] = population[ao_l == 0].sum() - 6
    p_gain[name] = population[ao_l == 1].sum() - 12
    print(f"{name}: s gain {s_gain[name]*1e6:.3f}, "
          f"p gain {p_gain[name]*1e6:.3f} millionths of an electron")
    if name == "linear":
        points = np.array([[0, 0, 2.5], [2.5, 0, 0]])
        ao = mol.eval_gto("GTOval_sph", points)
        change = np.einsum("pi,ij,pj->p", ao, dm - free_dm, ao)
        assert change[0] < 0 < change[1]
        print(f"Density change at 2.5 bohr: axis {change[0]:.2e}, "
              f"ring {change[1]:.2e} bohr^-3")
assert s_gain["linear"] > 0
# Small deviations remain because each ligand also shifts the s-d gap.
for name in ("trigonal", "square"):
    measured = s_gain[name] / s_gain["linear"]
    expected = geometry_sum(GEOMETRY[name]) / geometry_sum(GEOMETRY["linear"])
    print(f"s gain, {name}/linear: SCF {measured:.4f}, law {expected:.4f}")
    assert abs(measured / expected - 1) < 0.05
assert abs(s_gain["tetrahedral"]) < 0.01 * s_gain["linear"]
assert p_gain["tetrahedral"] > 10 * abs(p_gain["linear"])

print("every check passed")
```

The run ends like this:

```
Chosen coupling per ligand w = 0.50 eV
Geometry sum S, linear: 4.000
Geometry sum S, right angle: 1.000
Geometry sum S, trigonal: 2.250
Geometry sum S, square: 4.000
Geometry sum S, tetrahedral: 0.000
Geometry sum S, octahedral: 0.000
Cu+ given gap 2.7 eV: E_mix linear 0.660, trigonal 0.389, loss to trigonal 0.271 eV
Cu+ s fraction 0.0982, d electrons moved 0.1964, 2V^2/gap 0.741 eV
Ag+ given gap 4.9 eV: E_mix linear 0.392, trigonal 0.224, loss to trigonal 0.168 eV
Ag+ s fraction 0.0371, d electrons moved 0.0742, 2V^2/gap 0.408 eV
Au+ given gap 1.9 eV: E_mix linear 0.859, trigonal 0.521, loss to trigonal 0.338 eV
Au+ s fraction 0.1556, d electrons moved 0.3113, 2V^2/gap 1.053 eV
Equal-w E_mix ratios: Au/Cu 1.301, Au/Ag 2.188
Au+ mixing angle 23.23 degrees
Au+ orbital density / pure dz2 (equal radial parts): axis 0.551, ring 1.617
Traceback (most recent call last):
  File "check.py", line 147, in <module>
    assert abs(bare[n - 1] / exact - 1) < 1e-3  # finite Gaussian basis
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The hydrogenic test at nuclear charge 79 failed because the solver's Gaussian basis was too poor, the Dirac formula it was compared with being correct. By analysis, the exponents were too widely spaced for the five nodes of 6s, and stopped too soon for the steep relativistic 1s density at a point nucleus; the old output does not show which of the two states failed. The radial basis is now denser and reaches tighter exponents on a finer-reaching grid, and the s and p functions of the separate Cu+ calculation are also more closely spaced. The tested quantities and tolerances are unchanged, and the two hydrogenic energies and their deviations are now printed.

Repair:

```diff
@@ -97,5 +97,5 @@
 
 # ---------- radial LDA solver in even-tempered Gaussians ----------
-log_r = np.linspace(np.log(1e-6), np.log(60.0), 500)
+log_r = np.linspace(np.log(1e-8), np.log(60.0), 640)
 r = np.exp(log_r)
 weight = r**3 * (log_r[1] - log_r[0])
@@ -103,5 +103,5 @@
 
 def radial_basis(l, count):
-    exponents = 0.02 * 2.2**np.arange(count)
+    exponents = 0.02 * 1.9**np.arange(count)
     f = r**l * np.exp(-exponents[:, None] * r**2)
     f /= np.sqrt((f**2) @ weight)[:, None]
@@ -114,5 +114,6 @@
 
 
-BASIS = [radial_basis(l, n) for l, n in enumerate((30, 24, 18, 14))]
+# Tight s functions follow the steep relativistic density at the nucleus.
+BASIS = [radial_basis(l, n) for l, n in enumerate((43, 29, 21, 16))]
 
 
@@ -145,5 +146,8 @@
 for n in (1, 6):
     exact = C**2 / np.sqrt(1 + (79 / C / (n - 1 + gamma))**2) - C**2
-    assert abs(bare[n - 1] / exact - 1) < 1e-3  # finite Gaussian basis
+    deviation = bare[n - 1] / exact - 1
+    print(f"Hydrogenic {n}s, Z=79: solver {bare[n-1]*EV:.1f} eV, "
+          f"relative deviation {deviation:.1e}")
+    assert abs(deviation) < 1e-3  # finite Gaussian basis
 
 
@@ -207,9 +211,9 @@
         s_shift = (s_rel[0] - s_non[0]) * EV
         d_shift = (d_rel[0] - d_non[0]) * EV
+        print(f"{ion} relativistic level shifts: 6s {s_shift:.2f}, "
+              f"5d {d_shift:.2f} eV")
         assert s_shift < 0 < d_shift
         assert gap_non[ion] - gap_rel[ion] > 1.0
         assert strength[ion] > strength_non
-        print(f"{ion} relativistic level shifts: 6s {s_shift:.2f}, "
-              f"5d {d_shift:.2f} eV")
 assert gap_rel["Ag+"] > max(gap_rel["Cu+"], gap_rel["Au+"])
 assert gap_rel["Hg2+"] < min(gap_rel["Zn2+"], gap_rel["Cd2+"])
@@ -222,10 +226,12 @@
     s_level, d_level = solve_ion(79, 1, moved, True)
     two_point += 0.5 * (s_level[0] - d_level[0]) * EV
+print(f"Au+ gap by two-point integration {two_point:.3f} eV")
 assert abs(two_point - gap_rel["Au+"]) < 0.1
-print(f"Au+ gap by two-point integration {two_point:.3f} eV")
 
 # ---------- self-consistent Cu+ in weak ligand fields ----------
-gaussians = [[l, [0.03 * 2.5**k, 1.0]]
-             for l, count in enumerate((19, 14, 11)) for k in range(count)]
+gaussians = [[l, [0.03 * ratio**k, 1.0]]
+             for l, (ratio, count) in enumerate(((2.0, 25), (2.3, 15),
+                                                 (2.5, 11)))
+             for k in range(count)]
 mol = gto.M(atom="Cu 0 0 0", charge=1, spin=0, basis={"Cu": gaussians},
             unit="Bohr", verbose=0)
@@ -240,7 +246,7 @@
 s_level, d_level = solve_ion(29, 1, 0.0, False)
 radial_gap = s_level[0] - d_level[0]
-assert abs(pyscf_gap - radial_gap) < 2e-3  # different finite bases
 print(f"Cu+ d10 orbital gap: radial {radial_gap*EV:.3f}, "
       f"Gaussian {pyscf_gap*EV:.3f} eV")
+assert abs(pyscf_gap - radial_gap) < 2e-3  # different finite bases
 
 ao_l = np.concatenate([
@@ -270,7 +276,7 @@
         ao = mol.eval_gto("GTOval_sph", points)
         change = np.einsum("pi,ij,pj->p", ao, dm - free_dm, ao)
-        assert change[0] < 0 < change[1]
         print(f"Density change at 2.5 bohr: axis {change[0]:.2e}, "
               f"ring {change[1]:.2e} bohr^-3")
+        assert change[0] < 0 < change[1]
 assert s_gain["linear"] > 0
 # Small deviations remain because each ligand also shifts the s-d gap.
```

After the repair:

```
Chosen coupling per ligand w = 0.50 eV
Geometry sum S, linear: 4.000
Geometry sum S, right angle: 1.000
Geometry sum S, trigonal: 2.250
Geometry sum S, square: 4.000
Geometry sum S, tetrahedral: 0.000
Geometry sum S, octahedral: 0.000
Cu+ given gap 2.7 eV: E_mix linear 0.660, trigonal 0.389, loss to trigonal 0.271 eV
Cu+ s fraction 0.0982, d electrons moved 0.1964, 2V^2/gap 0.741 eV
Ag+ given gap 4.9 eV: E_mix linear 0.392, trigonal 0.224, loss to trigonal 0.168 eV
Ag+ s fraction 0.0371, d electrons moved 0.0742, 2V^2/gap 0.408 eV
Au+ given gap 1.9 eV: E_mix linear 0.859, trigonal 0.521, loss to trigonal 0.338 eV
Au+ s fraction 0.1556, d electrons moved 0.3113, 2V^2/gap 1.053 eV
Equal-w E_mix ratios: Au/Cu 1.301, Au/Ag 2.188
Au+ mixing angle 23.23 degrees
Au+ orbital density / pure dz2 (equal radial parts): axis 0.551, ring 1.617
Hydrogenic 1s, Z=79: solver -93459.8 eV, relative deviation -5.8e-07
Hydrogenic 6s, Z=79: solver -2489.0 eV, relative deviation -7.9e-04
Point charges of -1 at 4.0 bohr; LDA free ions:
Cu+ gap: nonrel 3.91, rel 3.43 eV; w: nonrel 0.374, rel 0.380 eV
Cu+ linear E_mix: nonrel 0.276, rel 0.321 eV
Ag+ gap: nonrel 6.40, rel 5.27 eV; w: nonrel 0.523, rel 0.544 eV
Ag+ linear E_mix: nonrel 0.333, rel 0.432 eV
Au+ gap: nonrel 6.04, rel 2.58 eV; w: nonrel 0.618, rel 0.671 eV
Au+ linear E_mix: nonrel 0.486, rel 1.142 eV
Au+ relativistic level shifts: 6s -2.48, 5d 0.97 eV
Zn2+ gap: nonrel 10.89, rel 10.13 eV; w: nonrel 0.259, rel 0.264 eV
Zn2+ linear E_mix: nonrel 0.049, rel 0.055 eV
Cd2+ gap: nonrel 11.80, rel 10.19 eV; w: nonrel 0.409, rel 0.427 eV
Cd2+ linear E_mix: nonrel 0.113, rel 0.142 eV
Hg2+ gap: nonrel 10.58, rel 5.94 eV; w: nonrel 0.506, rel 0.551 eV
Hg2+ linear E_mix: nonrel 0.192, rel 0.395 eV
Hg2+ relativistic level shifts: 6s -3.34, 5d 1.30 eV
Au+ gap by two-point integration 2.591 eV
Cu+ d10 orbital gap: radial 2.273, Gaussian 2.273 eV
Cu+ SCF in ligand charges of -0.01 at 4.0 bohr:
linear: s gain 19.918, p gain -0.000 millionths of an electron
Density change at 2.5 bohr: axis -6.75e-05, ring 2.93e-05 bohr^-3
trigonal: s gain 11.189, p gain 1.436 millionths of an electron
square: s gain 19.895, p gain -0.000 millionths of an electron
tetrahedral: s gain 0.000, p gain 2.279 millionths of an electron
s gain, trigonal/linear: SCF 0.5618, law 0.5625
s gain, square/linear: SCF 0.9988, law 1.0000
every check passed
```
